\section*{Reading capture-emission maps from threshold shifts after bias temperature stress}

\section{Which times to assign to a measured difference}

A code that turns a table of threshold shifts into a capture-emission map must decide at which capture and emission times to enter each finite difference, and how fine a time grid the data can support. Let $\Delta V(t_s,t_r)$ be the threshold shift, counted positive in one fixed direction, left after stress for a time $t_s$ and recovery for a time $t_r$. With the logarithmic times $x=\ln(t_s/1\,\mathrm{s})$ and $y=\ln(t_r/1\,\mathrm{s})$, the quantity to compute is
\begin{equation}
D(x,y)=-\frac{\partial^2\Delta V}{\partial x\,\partial y}.
\label{eq:D}
\end{equation}
For a map that varies slowly over a decade in each time, $D$ equals the map at $\tau_c=t_s$, $\tau_e=t_r$ to leading order. A better assignment is
\begin{equation}
\tau_c=e^{\gamma}t_s,\qquad \tau_e=e^{\gamma}t_r,\qquad e^{\gamma}\simeq1.78,
\label{eq:assign}
\end{equation}
where $\gamma$ is Euler's constant. It removes the error proportional to the slope of the map. At a given point of a map of finite width the uncorrected reading can still be closer, if its slope and curvature errors partly cancel. For an isolated narrow peak the correction should not be applied to the peak position, as shown in Section~\ref{sec:narrow}.

\section{The shift produced by independent defects}

Each defect has two charge states. Let $f$ be the probability that it is charged, and let $c$ and $e$ be its capture and emission rates at a fixed bias and temperature. Then
\begin{equation}
\frac{df}{dt}=c(1-f)-ef=-(c+e)\left(f-\frac{c}{c+e}\right).
\end{equation}
The occupancy therefore relaxes exponentially, with time constant $\tau=1/(c+e)$, to the equilibrium value $c/(c+e)$. Subscripts $S$ and $R$ denote stress and recovery bias, and the bias is switched abruptly between them. The defect starts in equilibrium at recovery bias, so $f(0)=f_R$. At the end of stress
\begin{align}
f&=f_S+(f_R-f_S)e^{-t_s/\tau_S},\\
f-f_R&=(f_S-f_R)\left(1-e^{-t_s/\tau_S}\right).
\end{align}
During recovery the excess over $f_R$ decays by the factor $e^{-t_r/\tau_R}$, which leaves
\begin{equation}
f-f_R=(f_S-f_R)\left(1-e^{-t_s/\tau_S}\right)e^{-t_r/\tau_R}.
\label{eq:one}
\end{equation}

The times in this law are relaxation times. They become the capture time $1/c_S$ and the emission time $1/e_R$ when $e_S\ll c_S$ and $c_R\ll e_R$. From here on $\tau_c$ and $\tau_e$ stand for $\tau_S$ and $\tau_R$. The difference can matter: with $c_S=2.00$, $e_S=0.50$, $c_R=0.01$ and $e_R=0.10\,\mathrm{s^{-1}}$, the map shows the defect at $\tau_c=1/2.50=0.40$ s, although $1/c_S=0.50$ s. Its weight is $f_S-f_R=0.800-0.091=0.709$. After 0.7 s of stress and 5.0 s of recovery, Eq.~(\ref{eq:one}) gives $0.709\times0.826\times0.577=0.338$, in agreement with direct solution of the rate equation.

Let a charged defect $i$ shift the threshold by $\eta_i$. If these steps add, and if no defect's rates depend on the charge of the others, the mean shift is the sum of $\eta_i$ times Eq.~(\ref{eq:one}). Put $u=\ln(\tau_c/1\,\mathrm{s})$ and $v=\ln(\tau_e/1\,\mathrm{s})$, and let $G(u,v)\,du\,dv$ be the sum of $\eta_i(f_S-f_R)_i$ over the defects in $du\,dv$. Since $t_s/\tau_c=e^{x-u}$ and $t_r/\tau_e=e^{y-v}$,
\begin{equation}
\Delta V=\iint G(u,v)\left[1-\exp(-e^{x-u})\right]\exp(-e^{y-v})\,du\,dv .
\label{eq:shift}
\end{equation}
No relation between $\tau_c$ and $\tau_e$ has been assumed, so they may be correlated.

The assumptions restrict the data that may be used. $G$ belongs to one pair of bias levels and one temperature. Each stress must begin from equilibrium; charge left over from an earlier stress violates the initial condition. A small device has random individual traces, which must be averaged before Eq.~(\ref{eq:shift}) applies. Defects with more than two states can relax with several exponentials and then need a different law.

\section{The mixed derivative}

The two factors in Eq.~(\ref{eq:shift}) are differentiated by the chain rule:
\begin{align}
\frac{\partial}{\partial x}\left[1-\exp(-e^{x-u})\right]&=e^{x-u}\exp(-e^{x-u})=k(x-u),\\
\frac{\partial}{\partial y}\exp(-e^{y-v})&=-e^{y-v}\exp(-e^{y-v})=-k(y-v),
\end{align}
with $k(z)=\exp(z-e^z)$. Because $k$ is bounded, the derivatives may be taken under the integral for any integrable $G$. The minus sign in Eq.~(\ref{eq:D}) cancels the one from recovery. For non-negative $G$ the shift grows with stress time and falls with recovery time; if $G$ takes both signs, it need not. Hence
\begin{equation}
D(x,y)=\iint G(u,v)\,k(x-u)\,k(y-v)\,du\,dv .
\label{eq:conv}
\end{equation}
Within the model this holds for any width of the distribution. The derivative is the map smoothed along each axis. A contribution to $\Delta V$ that does not recover is independent of $y$ and is absent from $D$.

The kernel has a simple meaning. If $W$ is an exponential random variable of unit mean and $Z=\ln W$, then $P(Z\le z)=1-\exp(-e^z)$, whose derivative is $k(z)$. So $k$ has unit area, and
\begin{equation}
\langle e^{qZ}\rangle=\int_0^\infty w^q e^{-w}\,dw=\Gamma(1+q).
\label{eq:gamma}
\end{equation}
The logarithm of this average generates the cumulants of $Z$. Its derivative is
\begin{equation}
\frac{d}{dq}\ln\Gamma(1+q)=-\gamma+\sum_{n=1}^{\infty}\left(\frac1n-\frac1{n+q}\right).
\end{equation}
At $q=0$ this gives the mean $-\gamma$. One more derivative gives the variance $\sum_n n^{-2}=\pi^2/6$, a standard deviation of 0.56 decades.

With $u=x-z_1$ and $v=y-z_2$, Eq.~(\ref{eq:conv}) becomes the average
\begin{equation}
D(x,y)=\left\langle G(x-Z_1,\,y-Z_2)\right\rangle ,
\label{eq:average}
\end{equation}
where $Z_1$ and $Z_2$ are independent. For non-negative $G$, $D$ is thus distributed as the sum of the defect's log times and $(Z_1,Z_2)$. It keeps the total recoverable shift and the covariance of the log times, lowers both means by $\gamma$, and adds $\pi^2/6$ to both variances.

\section{The limit of broadly distributed times}
\label{sec:broad}

Write $Z=-\gamma+\zeta$, where $\zeta$ has zero mean and variance $\pi^2/6$. For a function $h$ of one variable with bounded second derivative, Taylor's theorem gives
\begin{equation}
h(x-Z)=h(x+\gamma)-\zeta h'(x+\gamma)+r,\qquad |r|\le\tfrac12\zeta^2\sup|h''| .
\end{equation}
On averaging, the linear term vanishes and the remainder is at most $(\pi^2/12)\sup|h''|$.

For two variables, let $A_1$ and $A_2$ denote the kernel averages along $u$ and $v$, and $S_1$ and $S_2$ the displacements by $\gamma$. Then
\begin{equation}
A_1A_2G-S_1S_2G=A_1(A_2-S_2)G+(A_1-S_1)S_2G .
\end{equation}
Neither an average nor a displacement can raise the largest magnitude of a function, so the one-variable estimate applies to each term:
\begin{equation}
|D(x,y)-G(x+\gamma,y+\gamma)|\le\frac{\pi^2}{12}\left(\sup|G_{uu}|+\sup|G_{vv}|\right).
\label{eq:bound}
\end{equation}
This justifies Eq.~(\ref{eq:assign}). For smooth $G$ the leading error is
\begin{equation}
D(x,y)-G(x+\gamma,y+\gamma)\simeq\frac{\pi^2}{12}(G_{uu}+G_{vv}),
\label{eq:curv}
\end{equation}
with the derivatives taken at $(x+\gamma,y+\gamma)$. The mixed term is absent because $\langle\zeta_1\zeta_2\rangle=0$.

If the times are assigned without the factor $e^\gamma$, expansion of Eq.~(\ref{eq:average}) about $(x,y)$ gives instead
\begin{equation}
D-G\simeq\gamma(G_u+G_v)+\frac{\pi^2}{12}(G_{uu}+G_{vv})+\frac{\gamma^2}{2}(G_{uu}+2G_{uv}+G_{vv}).
\label{eq:plain}
\end{equation}
Let $G$ keep its shape while its width $s$ in natural-log units grows. Each derivative then brings a factor $1/s$. Relative to $G$, the uncorrected error falls as $1/s$ where the slope term is non-zero, and the corrected one as $1/s^2$. Both assignments give $D\to G$ in the broad limit, which is the sense in which the map is the negative mixed logarithmic derivative.

The same limit follows from treating each exponential as a sharp switch. Defects with $\tau_c<t_s$ are charged, and those with $\tau_e>t_r$ remain charged:
\begin{equation}
\Delta V\simeq\int_{-\infty}^{x}du\int_y^\infty dv\,G(u,v).
\label{eq:sharp}
\end{equation}
The derivative with respect to the upper limit $x$ gives $\int_y^\infty G(x,v)\,dv$, and that with respect to the lower limit $y$ gives $-G(x,y)$.

Units need care here. If $g$ is the density per unit $\tau_c$ and $\tau_e$, then $du=d\tau_c/\tau_c$ and $dv=d\tau_e/\tau_e$ give $G=\tau_c\tau_e g$. A density per decade squared is $(\ln10)^2G\simeq5.30\,G$.

\section{Narrow features and resolution}
\label{sec:narrow}

The opposite limit is a single defect of weight $a$ at $(u_0,v_0)$, for which $D=a\,k(x-u_0)\,k(y-v_0)$. Since $k'(z)=(1-e^z)k(z)$, the maximum lies at $z=0$, that is at $t_s=\tau_c$ and $t_r=\tau_e$. The peak position of an isolated sharp feature thus gives its times directly, while its centroid in log time is displaced by $-\gamma$. The two differ because $k$ is asymmetric. The spot is 1.06 decades wide at half maximum along each axis through its peak, however sharp the defect's times are.

For a ripple $e^{i\omega u}$ in the map, averaging gives
\begin{equation}
\left\langle e^{i\omega(x-Z)}\right\rangle=e^{i\omega x}\,\Gamma(1-i\omega).
\end{equation}
The reflection formula $\Gamma(1+q)\Gamma(1-q)=\pi q/\sin\pi q$ at $q=i\omega$ then fixes the damping:
\begin{equation}
|\Gamma(1-i\omega)|=\sqrt{\frac{\pi\omega}{\sinh\pi\omega}} .
\end{equation}
A period of $P$ decades means $\omega=2\pi/(P\ln10)$. Ripples with periods of 4, 2 and 1 decades keep 71\%, 34\% and 5.7\% of their amplitude. To restore the last of these, a deconvolution must multiply it, and any noise at the same period, by $1/0.057\simeq18$.

\section{A correlated log-normal map}

Take a total shift $A=50$ mV and log-normal times with both medians equal to 10 s, both standard deviations equal to 3 decades and correlation $\rho=0.5$. These are model parameters. With $s=3\ln10=6.91$, $m=\ln10$, $\alpha=(u-m)/s$ and $\beta=(v-m)/s$,
\begin{equation}
G=\frac{A}{2\pi s^2\sqrt{1-\rho^2}}\exp\left[-\frac{\alpha^2-2\rho\alpha\beta+\beta^2}{2(1-\rho^2)}\right].
\end{equation}
The peak density is $5.30\times50/(2\pi\times47.7\times0.866)=1.02$ mV per decade squared. At the peak the slopes vanish and $G_{uu}/G=G_{vv}/G=-1/[s^2(1-\rho^2)]$, so Eq.~(\ref{eq:curv}) predicts the relative loss
\begin{equation}
\frac{\pi^2}{6s^2(1-\rho^2)}=\frac{1.645}{47.7\times0.75}=4.6\% .
\label{eq:loss}
\end{equation}
The computed loss is 4.3\%. For widths of 6 and 12 decades it is 1.13\% and 0.286\%, against predictions of 1.15\% and 0.287\%, so the leading law is approached. For a width of 0.3 decades the expansion fails: the corrected reading gives 22\% of the true peak and the uncorrected one 24\%, so the loss comes from the smoothing. At such intermediate widths neither assignment locates the peak. The maximum of $D$ lies at 0.98, 0.86 and 0.66 times the median times for widths of 0.1, 0.3 and 1 decade, between the sharp limit 1 and the broad limit $e^{-\gamma}=0.56$.

Equation~(\ref{eq:loss}) also shows that broad marginal distributions are not enough. As $|\rho|\to1$ the map becomes a narrow ridge, the predicted loss grows without limit, and the expansion breaks down even for large $s$.

On the diagonal $\alpha=\beta$ the slopes are $G_u/G=G_v/G=-\alpha/[s(1+\rho)]$. At $\tau_c=\tau_e=1000$ s, $\alpha=2/3$ and each slope is $-0.064$. The terms of Eq.~(\ref{eq:plain}), relative to $G$, are then:
\begin{itemize}
\item slope: $2\times0.577\times(-0.064)=-7.4\%$;
\item smoothing: $0.822\times2\times(0.0041-0.0279)=-3.9\%$;
\item the term in $\gamma^2$: $-0.2\%$.
\end{itemize}
Their sum is $-11.5\%$; the computed uncorrected error is $-10.5\%$, and the corrected one is $-3.3\%$. At 0.1 s the slope term changes sign and the other two do not, so the sum is $+3.3\%$. The computed values there are $+2.8\%$ without the correction and $-4.0\%$ with it. The uncorrected reading is closer at this point because two errors of opposite sign partly cancel, which cannot be relied on at other points or for an unknown map.

Over the whole computed grid the largest corrected error is 0.044 mV per decade squared, below the 0.047 allowed by Eq.~(\ref{eq:bound}). For the shift itself, after 1000 s of stress and 1 s of recovery, the sharp-switching integral gives 20.7 mV, against 20.2 mV from Eq.~(\ref{eq:shift}), a difference of 2\% of the latter. This agreement is for one pair of times; the relative difference can be much larger where the shift is small.

\section{Estimating the map from four shifts}

Choose stress times $t_{s1}<t_{s2}$ and recovery times $t_{r1}<t_{r2}$, and write $\Delta V_{ij}=\Delta V(t_{si},t_{rj})$. Integrating Eq.~(\ref{eq:D}) over the rectangle in log time, first in $x$ and then in $y$, gives
\begin{equation}
\int_{x_1}^{x_2}\!\!dx\int_{y_1}^{y_2}\!\!dy\,D
=\Delta V_{21}-\Delta V_{11}-\Delta V_{22}+\Delta V_{12}.
\label{eq:four}
\end{equation}
Division by the area of the rectangle in decades squared gives the mean density. For a broad map the estimate is entered at $e^\gamma$ times the geometric means of the two stress times and of the two recovery times.

For an isolated sharp peak the factor $e^\gamma$ is omitted, but the finite interval moves the peak. Let $L$ be the interval in natural-log units and $z$ the distance of its centre from the defect's log time. The estimate is largest where $k(z-L/2)=k(z+L/2)$, which gives $e^z=L/[2\sinh(L/2)]$. For one-decade intervals the peak therefore lies at 0.81 times the defect's time on each axis; the displacement vanishes as $L\to0$.

To estimate the model map at $\tau_c=\tau_e=1000$ s with one-decade intervals, the central time is $1000/1.781=561$ s. The outer times are a factor $\sqrt{10}$ below and above it, 177.5 and 1775 s, for both stress and recovery. The four shifts give
\begin{equation}
9.631-7.418-5.847+4.361=0.727\ \mathrm{mV}.
\end{equation}
The area is one decade squared, so the density is 0.727 mV per decade squared, 4.3\% below the true 0.759. The kernel accounts for 3.3\%. The rest comes from averaging over the rectangle: a uniform interval of length $L=\ln10$ has variance $L^2/12$, and its leading effect is $(L^2/24)(G_{uu}+G_{vv})/G=0.221\times(-0.048)=-1.1\%$.

Noise sets the practical grid. If the four shifts have independent errors of standard deviation $\sigma$, the signed sum has standard deviation $2\sigma$. For intervals of $\ell$ decades on both axes, the density error is $2\sigma/\ell^2$. With $\ell=1$, a standard deviation equal to 10\% of the estimated density, 0.727 mV per decade squared, requires $\sigma=0.036$ mV; with $\ell=0.5$ it requires about a quarter of that. An offset shared by both readings of one recovery trace cancels in Eq.~(\ref{eq:four}), so it is better to take both from the same trace. Since the kernel is already about one decade wide, intervals far below half a decade cost much precision and recover little detail. The remaining values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Defect rates, stress: capture 2.00, emission 0.50 1/s
Defect rates, recovery: capture 0.01, emission 0.10 1/s
Defect stress time 0.7 s, recovery time 5.0 s
Defect weight f_S - f_R: 0.7091
Defect excess occupancy, master equation: 0.33802
Defect excess occupancy, product law: 0.33802
Kernel area: 1.000000
Kernel mean: -0.577216 (natural-log units)
Kernel variance: 1.644934 (natural-log units squared)
Kernel standard deviation: 0.557 decades
Kernel full width at half maximum: 1.062 decades
Time correction factor exp(gamma): 1.7811
Ripple of period 1 decades, damping factor: 0.0570
Ripple of period 2 decades, damping factor: 0.3434
Ripple of period 4 decades, damping factor: 0.7140
Model total shift: 50.0 mV; both medians: 10.0 s
Model widths: 3.0 decades; correlation: 0.50
Integral of derivative map: 50.0000 mV
Mean log-time displacement: -0.5772 (natural-log units)
Variance added on stress axis: 1.6451 (natural-log^2)
Largest corrected-reading error: 0.0438 mV/decade^2
Error bound: 0.0469 mV/decade^2
Capture time = emission time = 0.1 s:
  true map: 0.7592 mV/decade^2
  plain reading: 0.7804 mV/decade^2, error 2.80 %
  corrected reading: 0.7287 mV/decade^2, error -4.01 %
Capture time = emission time = 10 s:
  true map: 1.0210 mV/decade^2
  plain reading: 0.9734 mV/decade^2, error -4.66 %
  corrected reading: 0.9774 mV/decade^2, error -4.27 %
Capture time = emission time = 1000 s:
  true map: 0.7592 mV/decade^2
  plain reading: 0.6797 mV/decade^2, error -10.47 %
  corrected reading: 0.7340 mV/decade^2, error -3.31 %
Width 3 decades: peak loss 4.273 %, leading law 4.596 %
Width 6 decades: peak loss 1.127 %, leading law 1.149 %
Width 12 decades: peak loss 0.286 %, leading law 0.287 %
Width 0.3 decades: corrected reading / true peak = 0.220
Shift at stress 1000 s, recovery 1 s: 20.239 mV
Same shift with sharp switching: 20.688 mV
Four-shift times: 177.5 and 1775.5 s
  short stress: short recovery 7.4178 mV, long recovery 4.3607 mV
  long stress: short recovery 9.6309 mV, long recovery 5.8470 mV
Four-shift density estimate: 0.7267 mV/decade^2
Four-shift estimate error: -4.27 %
\end{verbatim}
